# Variance of the stochastic trace estimator with random signs: a numerical check

```python
"""
Result under test: for real symmetric A and independent random signs z_i,
    Var(z^T A z) = 2 * sum_{i != j} A_ij^2   (both triangles counted).
Also tested: other entry distributions, failure without four-wise independence,
the best shift A - c D when tr D is known, and the Hartree-energy bias of a
sampled density matrix.
Example: Se8 ring, PBE/LANL2DZ, orthogonalized basis.
    P  projector on occupied orbitals,  F  Kohn-Sham matrix (eV)
    A = 2 P F  (trace: occupied one-electron energy),  D = 2 P  (trace: electrons)
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from pyscf import gto, dft

HARTREE_EV = const.value("Hartree energy in eV")
KB_EV = const.k / const.e
rng = np.random.default_rng(2718)


def off_sum(a, b):
    """Sum of a_ij b_ij over i != j."""
    return np.sum(a * b) - np.sum(np.diag(a) * np.diag(b))


def sign_variance(a):
    return 2.0 * off_sum(a, a)


def quad(a, z):
    """z^T a z for every row z."""
    return np.sum((z @ a) * z, axis=1)


def enumerated_moments(a, values, weights):
    """Exact mean and variance of z^T a z over a product distribution."""
    n = len(a)
    z = np.array(list(itertools.product(values, repeat=n)))
    w = np.prod(np.array(list(itertools.product(weights, repeat=n))), axis=1)
    q = quad(a, z)
    mean = np.sum(w * q)
    return mean, np.sum(w * (q - mean) ** 2)


def check_sampled_variance(samples, predicted):
    """Sampled variance must agree within five of its own standard errors."""
    dev2 = (samples - samples.mean()) ** 2
    error = dev2.std() / math.sqrt(len(samples))
    assert abs(dev2.mean() - predicted) < 5 * error
    return dev2.mean()


# ---------- small matrices: complete enumeration ----------
signs, half = [-1.0, 1.0], [0.5, 0.5]
g = rng.normal(size=(10, 10))
sym = (g + g.T) / 2
mean, var_enum = enumerated_moments(sym, signs, half)
var_form = sign_variance(sym)
assert abs(mean - np.trace(sym)) < 1e-10
assert abs(var_enum - var_form) < 1e-9 * var_form

# nonsymmetric matrix: only the symmetric part enters
assert abs(enumerated_moments(g, signs, half)[1] - var_form) < 1e-9 * var_form

# Hermitian matrix with real signs: only the real part enters
herm = sym + 1j * (g - g.T)
z_all = np.array(list(itertools.product(signs, repeat=10)))
q_herm = quad(herm, z_all)
assert np.max(np.abs(q_herm.imag)) < 1e-10
assert abs(np.var(q_herm.real) - var_form) < 1e-9 * var_form

# two uncoupled copies: variance doubles
block = sym[:5, :5]
two = np.kron(np.eye(2), block)
v_one = enumerated_moments(block, signs, half)[1]
assert abs(enumerated_moments(two, signs, half)[1] - 2 * v_one) < 1e-9 * v_one

# other distributions with fourth moment kappa (three-node rule is exact here)
small = sym[:6, :6]
nodes, wts = np.polynomial.hermite_e.hermegauss(3)
wts = wts / wts.sum()
three_level = ([-math.sqrt(2), 0.0, math.sqrt(2)], [0.25, 0.5, 0.25])
for (vals, ws), kappa in (((nodes, wts), 3.0), (three_level, 2.0)):
    v = enumerated_moments(small, vals, ws)[1]
    expected = sign_variance(small) + (kappa - 1) * np.sum(np.diag(small) ** 2)
    assert abs(v - expected) < 1e-9 * expected

# signs that are only three-wise independent: product of four fixed to +1
z4 = np.array([z for z in itertools.product(signs, repeat=4) if np.prod(z) > 0])


def constrained_formula(a):
    return 4 * ((a[0, 1] + a[2, 3]) ** 2 + (a[0, 2] + a[1, 3]) ** 2
                + (a[0, 3] + a[1, 2]) ** 2)


ones = np.ones((4, 4))
for a4 in (sym[:4, :4], ones):
    assert abs(np.var(quad(a4, z4)) - constrained_formula(a4)) < 1e-9
var_dependent = np.var(quad(ones, z4))
var_independent = enumerated_moments(ones, signs, half)[1]
assert var_dependent > 1.5 * var_independent

# ---------- Se8 ring ----------
bond_nm, angle_deg, n_atoms = 0.234, 106.0, 8      # rough geometry
radius = 2 * bond_nm * math.sin(math.radians(angle_deg / 2)) / math.sqrt(2)
chord = 2 * radius * math.sin(math.pi / 8)
height = 0.5 * math.sqrt(bond_nm ** 2 - chord ** 2)
atoms = [("Se", (10 * radius * math.cos(k * math.pi / 4),
                 10 * radius * math.sin(k * math.pi / 4),
                 10 * height * (-1) ** k)) for k in range(n_atoms)]


def solve_ring(basis):
    mol = gto.M(atom=atoms, unit="Angstrom", basis={"Se": basis},
                ecp={"Se": "lanl2dz"}, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe"
    mf.grids.level = 1
    mf.conv_tol = 1e-9
    mf.kernel()
    assert mf.converged
    s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    x = (s_vec / np.sqrt(s_val)) @ s_vec.T
    f = x @ mf.get_fock() @ x * HARTREE_EV
    f = (f + f.T) / 2
    eps, c = np.linalg.eigh(f)
    nocc = mol.nelectron // 2
    occ = c[:, :nocc]
    p = occ @ occ.T
    a = 2 * (occ * eps[:nocc]) @ occ.T
    return mol, mf, x, f, eps, nocc, p, a


def best_shift(a, d):
    return off_sum(a, d) / off_sum(d, d)


lanl = gto.basis.load("lanl2dz", "Se")
mol, mf, x, f, eps, nocc, p, a = solve_ring(lanl)
n = len(a)
d = 2 * p
n_elec = mol.nelectron
energy = 2 * np.sum(mf.mo_energy[:nocc]) * HARTREE_EV
assert abs(np.trace(a) - energy) < 1e-2
assert np.max(np.abs(a - 2 * p @ f)) < 1e-8

shift = best_shift(a, d)
b = a - shift * d
sig_raw, sig_shift = math.sqrt(sign_variance(a)), math.sqrt(sign_variance(b))
sig_count = math.sqrt(sign_variance(d))
gauss_raw = math.sqrt(2 * np.sum(a * a))
gauss_shift = math.sqrt(2 * np.sum(b * b))

# direct sampling of the ring matrices
n_samp, group = 40000, 20
z = rng.choice(signs, size=(n_samp, n))
qa, qd, qb = quad(a, z), quad(d, z), quad(b, z)
samp_raw = math.sqrt(check_sampled_variance(qa, sig_raw ** 2))
samp_shift = math.sqrt(check_sampled_variance(qb, sig_shift ** 2))
check_sampled_variance(qd, sig_count ** 2)
check_sampled_variance(qb.reshape(-1, group).mean(axis=1), sig_shift ** 2 / group)
samp_energy = qb.mean() + shift * n_elec
samp_error = sig_shift / math.sqrt(n_samp)
assert abs(samp_energy - energy) < 5 * samp_error + 1e-2
zg = rng.normal(size=(n_samp, n))
check_sampled_variance(quad(a, zg), gauss_raw ** 2)
check_sampled_variance(quad(b, zg), gauss_shift ** 2)

# best shift against a regression on the samples
da, dd = qa - qa.mean(), qd - qd.mean()
slope = np.sum(da * dd) / np.sum(dd * dd)
slope_err = np.std((da - slope * dd) * dd) / math.sqrt(n_samp) / np.mean(dd * dd)
assert abs(slope - shift) < 5 * slope_err

# ---------- cost ----------
target_atom = 0.010                                # eV per atom
target = target_atom * n_atoms                     # eV per ring
m_raw = math.ceil((sig_raw / target) ** 2)
m_shift = math.ceil((sig_shift / target) ** 2)
m_gauss = math.ceil((gauss_shift / target) ** 2)
k_even = math.ceil(sig_shift / (target * math.sqrt(n)))
m_even = math.ceil(sig_shift ** 2 / (k_even * target ** 2))
assert m_even <= n * k_even
assert (sig_shift / target) ** 2 > n * (k_even - 1) ** 2

# ---------- Hartree bias of the sampled density matrix ----------
eri = mol.intor("int2e", aosym="s4")
row, col = np.tril_indices(n)
fold = np.where(row == col, 1.0, 2.0)


def coulomb(v):
    """(v|v) in eV for every packed density v."""
    return np.sum((v @ eri) * v, axis=1) * HARTREE_EV


d_ao = x @ d @ x
d_packed = (d_ao[row, col] * fold)[None, :]
hartree = 0.5 * coulomb(d_packed)[0]
hartree_ref = 0.5 * np.sum(d_ao * mf.get_j(mol, d_ao)) * HARTREE_EV
assert abs(hartree - hartree_ref) < 1e-5 * hartree

proj = (x @ p).T                                   # row i: projected function i
i1, i2 = np.triu_indices(n, 1)
pair = 0.5 * fold * (proj[i1][:, row] * proj[i2][:, col]
                     + proj[i2][:, row] * proj[i1][:, col])
bias_one = 8 * np.sum(coulomb(pair))               # 4 * sum over i != k
w = z[:2000] @ proj
noise = 2 * fold * w[:, row] * w[:, col] - d_packed
bias_samples = 0.5 * coulomb(noise)
bias_err = bias_samples.std() / math.sqrt(len(bias_samples))
assert abs(bias_samples.mean() - bias_one) < 5 * bias_err
m_floor = math.ceil(bias_one / target)

# ---------- neglected effects ----------
# d polarization functions with a round exponent
d_exponent = 0.35
sol = solve_ring(lanl + [[2, [d_exponent, 1.0]]])
a_pol, d_pol = sol[7], 2 * sol[6]
b_pol = a_pol - best_shift(a_pol, d_pol) * d_pol
sig_pol = math.sqrt(sign_variance(b_pol))

# spin-orbit term zeta L.S on all p shells, signs over orbital and spin
zeta = 0.2                                         # eV, rough 4p value
l_p = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    l_p[i, j, k], l_p[i, k, j] = -1j, 1j
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
atom_so = sum(np.kron(pauli[k] / 2, l_p[k]) for k in range(3))
assert np.allclose(np.linalg.eigvalsh(atom_so), [-1, -1, 0.5, 0.5, 0.5, 0.5])
l_full = np.zeros((3, n, n), complex)
ao_loc = mol.ao_loc_nr()
for shell in range(mol.nbas):
    if mol.bas_angular(shell) == 1:
        for c in range(mol.bas_nctr(shell)):
            s0 = ao_loc[shell] + 3 * c
            l_full[:, s0:s0 + 3, s0:s0 + 3] = l_p
h_so = sum(np.kron(pauli[k] / 2, l_full[k]) for k in range(3))


def spinor_sigma(strength):
    e, c = np.linalg.eigh(np.kron(np.eye(2), f) + strength * h_so)
    occ = c[:, :n_elec]
    shifted = (occ * (e[:n_elec] - shift)) @ occ.conj().T
    return math.sqrt(sign_variance(shifted.real))


sig_spin0, sig_spin = spinor_sigma(0.0), spinor_sigma(zeta)
assert abs(sig_spin0 - sig_shift / math.sqrt(2)) < 1e-6 * sig_shift

gap = eps[nocc] - eps[nocc - 1]
temperature = 300.0
thermal = 1 / (math.exp(gap / (2 * KB_EV * temperature)) + 1)

# ---------- output ----------
print(f"Random 10x10: enumerated variance = {var_enum:.6f}")
print(f"Random 10x10: formula variance = {var_form:.6f}")
print(f"4x4 ones, independent signs: variance = {var_independent:.1f}")
print(f"4x4 ones, product fixed to +1: variance = {var_dependent:.1f}")
print(f"Se8 bond length (rough input) = {bond_nm:.3f} nm")
print(f"Se8 bond angle (rough input) = {angle_deg:.0f} degrees")
print(f"Basis functions n = {n}")
print(f"Valence electrons N = {n_elec}")
print(f"Occupied one-electron energy tr A = {energy:.2f} eV")
print(f"Sum of squared off-diagonals of A = {off_sum(a, a):.2f} eV^2")
print(f"Sigma per vector, tr A, formula = {sig_raw:.3f} eV")
print(f"Sigma per vector, tr A, sampled = {samp_raw:.3f} eV")
print(f"Sigma per vector, electron count = {sig_count:.3f} electrons")
print(f"Best shift c = {shift:.3f} eV")
print(f"Best shift from sample regression = {slope:.3f} eV")
print(f"Sum of squared off-diagonals, shifted = {off_sum(b, b):.3f} eV^2")
print(f"Sigma per vector, shifted, formula = {sig_shift:.3f} eV")
print(f"Sigma per vector, shifted, sampled = {samp_shift:.3f} eV")
print(f"Sigma, Gaussian vectors, no shift = {gauss_raw:.3f} eV")
print(f"Sigma, Gaussian vectors, same shift = {gauss_shift:.3f} eV")
print(f"Number of sampled vectors = {n_samp}")
print(f"Sampled energy, shifted = {samp_energy:.3f} eV")
print(f"Its standard error = {samp_error:.3f} eV")
print(f"Allowed standard error per atom = {1000 * target_atom:.0f} meV")
print(f"Allowed standard error per ring t = {target:.3f} eV")
print(f"Vectors needed, no shift = {m_raw}")
print(f"Vectors needed, shifted = {m_shift}")
print(f"Vectors needed, Gaussian, same shift = {m_gauss}")
print(f"Break-even number of far-apart rings = {k_even}")
print(f"Vectors needed at break-even = {m_even}")
print(f"Unit vectors for exact trace there = {n * k_even}")
print(f"Hartree energy of valence density = {hartree:.1f} eV")
print(f"Hartree bias b, one vector, formula = {bias_one:.2f} eV")
print(f"Hartree bias b, one vector, sampled = {bias_samples.mean():.2f} eV")
print(f"Standard error of sampled bias = {bias_err:.2f} eV")
print(f"Bias per atom, one ring, shifted M = "
      f"{1000 * bias_one / m_shift / n_atoms:.3f} meV")
print(f"Bias per atom at break-even M = "
      f"{1000 * bias_one / m_even / n_atoms:.2f} meV")
print(f"Vectors for bias of 10 meV per atom = {m_floor}")
print(f"d exponent (round input) = {d_exponent:.2f} bohr^-2")
print(f"Basis functions with d shells = {len(a_pol)}")
print(f"Sigma with d shells, own best shift = {sig_pol:.3f} eV")
print(f"Change of sigma by d shells = {100 * (sig_pol / sig_shift - 1):.1f} %")
print(f"Spin-orbit constant (rough input) = {zeta:.1f} eV")
print(f"Sigma, spinor signs, no spin-orbit = {sig_spin0:.4f} eV")
print(f"Sigma, spinor signs, spin-orbit = {sig_spin:.4f} eV")
print(f"Change by spin-orbit = {100 * (sig_spin / sig_spin0 - 1):.2f} %")
print(f"PBE orbital gap = {gap:.2f} eV")
print(f"Temperature = {temperature:.0f} K")
print(f"Thermal occupation of lowest empty level = {thermal:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Random 10x10: enumerated variance = 108.348987
Random 10x10: formula variance = 108.348987
4x4 ones, independent signs: variance = 24.0
4x4 ones, product fixed to +1: variance = 48.0
Se8 bond length (rough input) = 0.234 nm
Se8 bond angle (rough input) = 106 degrees
Basis functions n = 64
Valence electrons N = 48
Occupied one-electron energy tr A = -562.36 eV
Sum of squared off-diagonals of A = 9146.16 eV^2
Sigma per vector, tr A, formula = 135.249 eV
Sigma per vector, tr A, sampled = 135.049 eV
Sigma per vector, electron count = 10.711 electrons
Best shift c = -11.311 eV
Best shift from sample regression = -11.262 eV
Sum of squared off-diagonals, shifted = 1806.176 eV^2
Sigma per vector, shifted, formula = 60.103 eV
Sigma per vector, shifted, sampled = 60.186 eV
Sigma, Gaussian vectors, no shift = 176.821 eV
Sigma, Gaussian vectors, same shift = 70.305 eV
Number of sampled vectors = 40000
Sampled energy, shifted = -562.116 eV
Its standard error = 0.301 eV
Allowed standard error per atom = 10 meV
Allowed standard error per ring t = 0.080 eV
Vectors needed, no shift = 2858175
Vectors needed, shifted = 564430
Vectors needed, Gaussian, same shift = 772311
Break-even number of far-apart rings = 94
Vectors needed at break-even = 6005
Unit vectors for exact trace there = 6016
Hartree energy of valence density = 5678.7 eV
Hartree bias b, one vector, formula = 1126.05 eV
Hartree bias b, one vector, sampled = 1143.29 eV
Standard error of sampled bias = 13.40 eV
Bias per atom, one ring, shifted M = 0.249 meV
Bias per atom at break-even M = 23.44 meV
Vectors for bias of 10 meV per atom = 14076
d exponent (round input) = 0.35 bohr^-2
Basis functions with d shells = 104
Sigma with d shells, own best shift = 57.341 eV
Change of sigma by d shells = -4.6 %
Spin-orbit constant (rough input) = 0.2 eV
Sigma, spinor signs, no spin-orbit = 42.4991 eV
Sigma, spinor signs, spin-orbit = 42.4943 eV
Change by spin-orbit = -0.01 %
PBE orbital gap = 2.54 eV
Temperature = 300 K
Thermal occupation of lowest empty level = 4.4e-22
ALL CHECKS PASSED
```
